# Flattening implant dose with a nonnegative dwell profile and limited overscan

Before computing a dwell profile for a scanned ion beam, one must decide how far the scan will run past the wafer. If it runs far enough and the spot stays the same along the scan, constant speed already gives a flat dose, however lopsided the spot, and deconvolution has nothing to correct. If it is cut much shorter to save beam time, constant speed underdoses the edges and the dwell must be reshaped. In the example below, constant speed takes 55.1 s with full overscan and 47.4 s with a moderate one, while a computed profile takes 44.0 s. The shortest of these three is acceptable if the profile survives errors in the measured spot and the limits on scan speed.

## Two cells by hand

Let the spot put a fraction $s_0=2/5$ of its ions at its nominal position and $s_1=3/5$ one cell to the right. The wafer has nodes 1 and 2. Let $t_j$ be the dwell at cell $j$, in units that make the wanted dose 1. With scan cells 1 and 2,

$$D_1=\tfrac25t_1,\qquad D_2=\tfrac35t_1+\tfrac25t_2 .$$

Constant dwell $t=(1,1)$ gives $D=(2/5,1)$: the left node is starved. Adding a cell 0 on the left changes the first equation to $D_1=\frac25t_1+\frac35t_0$, and constant dwell then gives $D=(1,1)$. That is full overscan.

**Exact inversion.** Without cell 0, $D_1=1$ requires $t_1=5/2$. Then $D_2=1$ requires $t_2=\frac52(1-\frac32)=-\frac54$, a negative time.

**Nonnegative fit.** Put $t_2=0$ and minimize $J=\frac12[(D_1-1)^2+(D_2-1)^2]$ over $t_1$. Setting the derivative to zero,

$$\tfrac25\left(\tfrac25t_1-1\right)+\tfrac35\left(\tfrac35t_1-1\right)=\tfrac{13}{25}t_1-1=0,$$

so $t_1=25/13$ and $D=(10/13,15/13)$. Was it right to hold $t_2$ at zero? The derivative there is $\partial J/\partial t_2=\frac25(D_2-1)=\frac25\cdot\frac2{13}=\frac4{65}$. It is positive, so raising $t_2$ makes the fit worse, and lowering it is forbidden. The point is optimal.

**Regularized fit.** A dwell that jumps from 25/13 to 0 is hard to scan. Add $\frac12\lambda(t_2-t_1)^2$ to $J$. The two derivatives vanish when

$$\left(\tfrac{13}{25}+\lambda\right)t_1+\left(\tfrac6{25}-\lambda\right)t_2=1,\qquad
\left(\tfrac6{25}-\lambda\right)t_1+\left(\tfrac4{25}+\lambda\right)t_2=\tfrac25 .$$

For $\lambda=4/25$, multiplying by 25 gives $17t_1+2t_2=25$ and $2t_1+8t_2=10$, hence $t=(15/11,10/11)$. Both times are positive, and the dose is $(6/11,13/11)$. The profile is smoother and the dose less flat; $\lambda$ sets the exchange.

**Spot error.** Suppose the reading $s_0$ is too high by $\varepsilon$ and $s_1$ too low by $\varepsilon$, so that their sum stays 1. The predicted doses change by $\varepsilon t_1$ and $\varepsilon(t_2-t_1)$. Where neighbouring dwells are equal the error cancels. At node 1 it does not, because the neighbour on the left is never scanned.

## From beam current to the matrix

The spot moves along $x$ while the wafer moves along $y$ at constant speed over a stroke $Y$. In atomic units the elementary charge is 1, so a current $I$ of ions with charge $z$ delivers $I/z$ ions per unit time. Let $b(x)$ be the spot profile integrated over $y$, with $\int b\,dx=1$, and let $\tau(u)\,du$ be the total time the spot spends between $u$ and $u+du$, summed over all sweeps. If successive sweeps are close together compared with the spot height, this time is spread evenly over the stroke. Integrating the spot over $y$ then gives, away from the stroke ends,

$$\Phi(x)=\frac{I}{zY}\int b(x-u)\,\tau(u)\,du .$$

For constant $\tau$ and unlimited scan length the integral is $\tau$, so the target dose $\Phi_0$ needs $\tau_0=zY\Phi_0/I$. Define $t=\tau/\tau_0$ and $D=\Phi/\Phi_0$. Then $D(x)=\int b(x-u)t(u)\,du$. If $v_0$ is the nominal speed, at which $t=1$, the local speed is $v_0/t$.

Let $t$ be constant in cells of width $h$ centred at $jh$. At the node $x=ih$, substitute $w=ih-u$:

$$D_i=\sum_j t_j\int_{(i-j-1/2)h}^{(i-j+1/2)h}b(w)\,dw=\sum_j s_{i-j}t_j\equiv(At)_i .$$

Here $s_k$ is what a slit of width $h$ reads when centred $kh$ to the right of the spot's nominal position. With slit width equal to cell width, the matrix has no discretization error at the nodes.

The sign of $k$ matters. A spot tail reaching to the right sets the overscan needed on the *left*, because those ions come from $u<x$. If every cell with $s_{i-j}\neq0$ is scanned for every node, $t=1$ gives $D_i=\sum_ks_k=1$. This is exact for a spot whose shape and current do not change along the scan.

## The bounded fit

With short overscan, minimize

$$J(t)=\tfrac12|At-\mathbf 1|^2+\tfrac12\lambda|Lt|^2,\qquad \ell\le t_j\le q,$$

where $(Lt)_j=t_{j+1}-t_j$, $\ell=v_0/v_{\max}$ and $q=v_0/v_{\min}$. A beam that is not blanked cannot have zero dwell inside its scan, so the speed limit replaces nonnegativity by the stronger condition $t_j\ge\ell>0$. Differentiating,

$$G=\nabla J=A^T(At-\mathbf 1)+\lambda L^TLt=Ht-A^T\mathbf 1,\qquad H=A^TA+\lambda L^TL .$$

The minimizer is unique for $\lambda>0$. If $v^THv=|Av|^2+\lambda|Lv|^2=0$, then $Lv=0$, so $v$ is a constant $c$; then $Av=cA\mathbf 1=0$, and since $A\mathbf 1$ is positive, $c=0$. Hence $H$ is positive definite. $A$ alone does not suffice: the example has 67 unknown dwells and 61 dose nodes.

The conditions found by hand become $G_j=0$ for a free cell, $G_j\ge0$ at the lower bound and $G_j\le0$ at the upper. They are sufficient. For any other allowed $t+\delta$,

$$J(t+\delta)-J(t)=G^T\delta+\tfrac12\delta^TH\delta ,$$

and each product $G_j\delta_j$ is nonnegative.

The algorithm keeps a set $F$ of free cells and a set $B$ of cells held at bounds.

1. Solve $H_{FF}\,t_F=(A^T\mathbf 1)_F-H_{FB}\,t_B$.
2. If the solution breaks a bound, move towards it until the first bound is met, hold that cell there and return to 1.
3. Otherwise compute $G$. If all signs are right, stop. If not, free the cell with the worst sign and return to 1.

A freed cell $j$ moves inward: the next step obeys $H_{FF}\,\delta_F=-G_je_j$, with $e_j$ the unit vector of that cell, so $\delta_j=-G_j(H_{FF}^{-1})_{jj}$, opposite in sign to $G_j$. Unless another free cell sits precisely on a bound, $J$ falls. Step 3 therefore never meets the same free set with the same held values twice, and since there are finitely many such arrangements, the search ends.

## A 300 mm wafer

Take singly charged Sb at 50 keV and 0.5 mA, a dose of $10^{14}$ ions/cm², and a wafer stroke of 400 mm at 200 mm/s. The spot is Gaussian on each side of its peak, with half-widths (standard deviations) of 8 mm on the left and 16 mm on the right. Cells are 5 mm wide, and the outermost cell centres lie at ±165 mm, 15 mm beyond the wafer edges. Nominal speed is 300 m/s and the limits are 75 and 600 m/s, so $0.5\le t\le4$. Nonuniformity means standard deviation over mean along the wafer diameter, taken at the 61 nodes unless another grid is named.

In laboratory units

$$\tau_0=\frac{10^{14}\times1.602\times10^{-19}\times40}{5\times10^{-4}}\ \mathrm{s/cm}=1.28\ \mathrm{s/cm},$$

which at 300 m/s means 38,452 sweeps. Each designed sweep lasts 1.144 ms, 44.0 s in all. The wafer advances 0.23 mm per sweep. Full overscan would need cell centres out to 80 mm on the left and 45 mm on the right, so that the scan ends 82.5 and 47.5 mm beyond the edges, and would take $1.28\times43.0=55.1$ s at the same current, dose and stroke. Full overscan covers the spot out to five half-widths, more than flatness requires. A constant-speed scan that ends 47 mm beyond the left edge and 23 mm beyond the right costs the left edge only the tail beyond 47 mm, 0.22 % of the ions. It takes $1.28\times37.0=47.4$ s, and its nonuniformity is 0.034 %, close to the 0.037 % of the profile designed below. This near equality holds at the 5 mm nodes, which give the edge point much weight. On a 1 mm grid the two values are 0.024 and 0.038 %, and weighted by wafer area 0.009 and 0.021 %, so by those measures the constant-speed scan is the flatter one. Turnaround time is left out of all these figures.

With the short scan and constant dwell the edge doses are 0.817 on the left and 0.990 on the right, and the nonuniformity is 2.8 %. The long right tail starves the left edge. The fit with $\lambda=10^{-4}$ gives these dwells in the first eight cells, from the left end inward:

$$1.78,\ 1.64,\ 1.37,\ 1.05,\ 0.74,\ 0.71,\ 0.99,\ 1.13 .$$

The end cells supply the missing ions. Their tail also reaches further in, where less is missing, and the dip to 0.71 compensates for that. On the right the largest dwell is 1.11. The left edge dose rises to 0.999 and the nonuniformity falls to 0.037 %. No bound is active. An independent bounded least-squares solver reproduced these dwells to within $10^{-4}$.

Two tests concern the dose model. The first followed the spot through time along the scan; its dose agreed with $At$ at the nodes to within $10^{-5}$, and between them, on a 1 mm grid, the nonuniformity is 0.038 %. The second summed the full two-dimensional raster at $x=-140$ mm for a spot of vertical half-width 10 mm. It gave $9.991\times10^{13}$ ions/cm², within 0.05 % of the matrix value.

Orientation deserves its own check. If the spot is read mirror-reversed, the large peak goes to the right end. The left edge stays at 0.840, the right rises to 1.053, and the nonuniformity is 2.6 %, so nearly all the gain is lost.

## Choosing the regularization

Write $R=|At-\mathbf1|^2$ and $S=|Lt|^2$, and let $\lambda_1<\lambda_2$ have minimizers with values $(R_1,S_1)$ and $(R_2,S_2)$. Each is best for its own $\lambda$:

$$R_1+\lambda_1S_1\le R_2+\lambda_1S_2,\qquad R_2+\lambda_2S_2\le R_1+\lambda_2S_1 .$$

Adding these gives $(\lambda_2-\lambda_1)(S_2-S_1)\le0$, so $S_2\le S_1$, and the first inequality then gives $R_1\le R_2$. More regularization means a smoother profile and a worse fit. The fit alone would therefore favour the smallest $\lambda$; measurement noise has to enter the choice.

Let each slit reading have independent noise of standard deviation $\sigma=0.00165$, 1 % of the peak reading. For 40 noisy spots, design the dwell from the noisy spot and score it with the true one:

| $\lambda$ | clean, % | noisy rms, % | largest dwell |
|---|---|---|---|
| $10^{-5}$ | 0.011 | 0.215 | 1.89 |
| $10^{-4}$ | 0.037 | 0.212 | 1.78 |
| $10^{-3}$ | 0.112 | 0.231 | 1.64 |
| $10^{-2}$ | 0.299 | 0.353 | 1.47 |
| $10^{-1}$ | 0.667 | 0.686 | 1.31 |

All rows use the same 40 spots, so they can be compared with each other, but the level of the noisy column is uncertain by about 10 %: a different set of 150 spots gives 0.236, 0.231 and 0.247 % for the first three rows. The minimum is shallow. The first two rows are practically equal under noise, and $10^{-4}$ asks for the lower peak. In practice the true spot is unknown and the measured one must stand in for it in this simulation.

## What noise in the spot does

Call the reading errors $n_k$. After normalization to unit sum the measured spot is, to first order,

$$\frac{s_k+n_k}{1+\sum_mn_m}\simeq s_k+n_k-s_k\sum_mn_m .$$

For a fixed dwell, multiply by $t_{i-k}$ and sum over $k$. Since $\sum_ks_kt_{i-k}=D_i$, the error in the predicted dose is

$$(Et)_i=\sum_kn_k\,(t_{i-k}-D_i),\qquad
\mathrm{sd}_i=\sigma\Big[\sum_k(t_{i-k}-D_i)^2\Big]^{1/2},$$

where $E$ is the error of $A$ and $t=0$ outside the scan. Where the dwell is constant over the reach of the spot, $D_i=t_{i-k}$ and the error vanishes.

At the left edge the slit readings refer to 13 cells outside the scan, each contributing $(0-1)^2$. The eight dwells listed above add about 1.3. So $\mathrm{sd}=0.00165\sqrt{14.3}=0.62$ %. On the right 6 cells are unscanned and $0.00165\sqrt6=0.40$ %. At the centre the result is 0.0002 %. Most of the variance at the left edge comes from noise in the far tail: nine of the 13 readings lie 40 mm or more from the peak, where the signal is below 5 % of its maximum. This rests on equal noise in all readings.

The noisy spot also changes the design. Let $r=At-\mathbf1$, and vary the condition $G_F=0$ with the free set unchanged:

$$E_F^Tr+A_F^TEt+H_{FF}\,\delta t_F=0,\qquad \delta D=A_F\,\delta t_F ,$$

where $\delta D$ is the change in the true dose. Finite differences confirmed this response to 0.2 %. Its standard deviations at the edges are again 0.62 % and 0.40 %. The agreement has a reason. A design that fits the measured spot well has $(A+E)\hat t\simeq\mathbf1$, so its true dose is $A\hat t\simeq\mathbf1-E\hat t$: the prediction error reappears with opposite sign.

With 150 noisy spots at each level and $\lambda$ held fixed, slit noise of 0.3, 1 and 3 % gives median nonuniformities of 0.07, 0.19 and 0.61 %, with 95th percentiles of 0.11, 0.34 and 1.05 %. The last digit depends on the draw; other sets of 150 spots give a median near 0.21 % at 1 % noise. The noise part stays within 4 % of the linear prediction. At 1 % noise the median is five to six times the clean value, so a better spot measurement helps more than a smaller $\lambda$.

## What speed limits do

Let $J^*$ be the minimum of $J$ for an upper bound $q$. When $q$ changes, free cells contribute nothing to first order because their $G_j$ vanish, and cells at the lower bound do not move. Cells at the upper bound move with $q$, so

$$\frac{dJ^*}{dq}=\sum_{j:\,t_j=q}G_j\le0 .$$

For the lower bound, $dJ^*/d\ell$ is likewise the sum of $G_j$ over the cells held there, now with $G_j\ge0$. In the two-cell example, raising the lower bound from zero costs $4/65$ per unit.

| speeds, m/s | clean, % | noisy rms, % | $dJ^*/dq$ |
|---|---|---|---|
| 75–600 | 0.037 | 0.212 | 0 |
| 150–450 | 0.037 | 0.212 | 0 |
| 200–400 | 0.077 | 0.220 | $-1.5\times10^{-4}$ |
| 240–360 | 0.423 | 0.466 | $-5.5\times10^{-3}$ |

The design without limits slows to 168 m/s at its peak and speeds up to about $300/0.71\simeq420$ m/s in its dip. The first two windows contain this range and cost nothing. The third cuts both ends, but under noise the loss is hardly visible. The last one hurts.

A narrow window can be used better by changing the number of sweeps. With $c$ times as many sweeps, the total dwell is $c$ times the dwell per sweep, so its bounds become $c\ell$ and $cq$. For 240–360 m/s, the best of the values tried between 0.85 and 1.175 is $c=1.075$, which lowers the clean nonuniformity from 0.42 to 0.32 %. A larger $c$ allows a higher peak but a shallower dip, which is why an optimum inside the range is plausible.

Speed limits are not acceleration limits. A pure delay between command and beam does no harm, because it leaves the time spent at each position unchanged. A lag that rounds off speed changes does matter. An amplifier lag of 5 µs, with the 0.71 µs that the ions spend in the deflector, raises the nonuniformity from 0.04 to 0.07 %. This includes the rounding of the reversals at the scan ends, commanded here as instantaneous; rounding the speed steps between cells alone gives 0.06 %.

## Beside a real implanter

Sb is a donor in silicon. The current, energy, dose and millisecond sweeps are rough values for a medium-current machine with an electrostatic scan. The spot is invented. The following departures were applied one at a time with the dwell fixed.

- **Spot width changing along the scan**, from −5 to +5 %: 0.34 %. Constant dwell with full overscan would tolerate the same linear change: the mean displacement of the ions then grows evenly along the scan, which lowers the dose by 0.2 % but leaves it flat. The cure is to measure the spot at several positions and give each column of $A$ its own readings; the bounded fit is unchanged.
- **Space charge.** Let a fraction $f$ of the beam charge be unneutralized. Gauss's law gives an edge field $2fI/(vr)$ at beam radius $r$ and ion speed $v$. With path length $\zeta$ and ion mass $m$, $d^2r/d\zeta^2=K/r$, where $K=2zfI/(mv^3)$. For small growth over a drift $\Lambda$, $\delta r=K\Lambda^2/(2r)$. At $2.82\times10^5$ m/s, with $f=5$ %, $r=20$ mm and $\Lambda=1$ m, this is 0.40 mm. Widening the spot by the same 2 % gives 0.13 %. This estimate is for the drift after the deflector. Between electrostatic plates the field removes the neutralizing electrons, and $f=1$ over 0.2 m would widen the beam by about 3.5 mm after a further metre. At steady current that growth is already part of a spot measured at the wafer, so the spot must be measured at the working current.
- **Spot displaced by 1 mm:** 0.08 %.
- **Neutralized ions.** At $2\times10^{-6}$ Torr, with an assumed charge-exchange cross section of $10^{-15}$ cm², 0.64 % of the ions lose their charge over 1 m. If they still reach the wafer but escape the current meter, the absolute dose is too high by about that much; this estimate says nothing about uniformity.

Drift of the beam current during the implant is not included. For these numbers the short scan saves 20 % of the time of full overscan, but only 7 % of the time of the moderate overscan at constant speed, which needs only the reach of the spot on each side. If a nonuniformity of 0.21 % is enough, about the level the profile reaches with 1 % slit noise, constant speed with margins of 37.5 mm on the left and 17.5 mm on the right takes 45.5 s, and the saving of this profile shrinks to 3 %. The profile is therefore most useful where the scan cannot be made longer. With wide speed limits and a small $\lambda$, as in the design above, its flatness is set mainly by how well the spot is known and how constant it stays, not by the fit. The numerical output follows.

## Values computed for the example and the checks

```
spot half-widths 8, 16 mm; cell 5 mm
outer cell centres +-165 mm; wafer +-150 mm
speed: nominal 300, limits 75, 600 m/s
relative dwell bounds 0.50 to 4.00
Sb+ 50000 eV, 0.5 mA, 1e+14 ions/cm2
wafer stroke 400 mm at 200 mm/s
full overscan: left 80 mm, right 45 mm
peak slit reading 0.1646, noise sd 0.00165
lambda | nonunif. clean %, noisy rms % | max dwell
  1e-05 | 0.011, 0.215 | 1.89
  1e-04 | 0.037, 0.212 | 1.78
  1e-03 | 0.112, 0.231 | 1.64
  1e-02 | 0.299, 0.353 | 1.47
  1e-01 | 0.667, 0.686 | 1.31
chosen lambda 1e-04; smallest eigenvalue of H 9.41e-05
dwell, first 8 cells: 1.78 1.64 1.37 1.05 0.74 0.71 0.99 1.13
dwell, last 8 cells: 1.00 1.00 1.01 0.99 0.98 1.03 1.08 1.11
cells at lower, upper bound: 0, 0
edge dose relative to target: left, right
  constant dwell: 0.8173, 0.9904
  designed: 0.9988, 0.9998
  mirrored spot used: 0.8402, 1.0528
nonuniformity, constant dwell 2.775 %
nonuniformity, designed 0.037 %
  same on 1 mm grid 0.038 %
nonuniformity, mirrored spot used 2.571 %
implant time 44.0 s; full overscan 55.1 s
sweeps 38452, each 1.144 ms
raster dose at x=-140 mm: 9.9906e+13 ions/cm2
noise sd of dose (%): left edge, centre, right edge
  fixed dwell: 0.622, 0.0002, 0.404
  redesign: 0.622, 0.0003, 0.404
slit noise % | nonunif. median %, 95th pct % | MC/linear
  0.3 | 0.068, 0.106 | 0.96
  1.0 | 0.191, 0.343 | 0.98
  3.0 | 0.610, 1.047 | 1.02
speed min, max m/s | clean %, noisy rms % | dJ/d(upper)
  0, inf | 0.037, 0.212 | 0.00e+00
  75, 600 | 0.037, 0.212 | 0.00e+00
  150, 450 | 0.037, 0.212 | 0.00e+00
  200, 400 | 0.077, 0.220 | -1.51e-04
  240, 360 | 0.423, 0.466 | -5.45e-03
slowest speed of unlimited design 168.2 m/s
slow limit 215.6 m/s: dJ/d(upper) -5.13e-04, nonunif. 0.093 %
240-360 m/s: best sweep factor 1.075 (tried 0.850-1.175), nonunif. 0.318 %
ion speed 2.824e+05 m/s; deflector transit 0.71 us
amplifier lag 5 us + transit: nonunif. 0.071 %
space charge 5 % open, radius 20 mm, drift 1 m
  growth 0.398 mm: nonunif. 0.129 %
spot displaced 1 mm (worse sign): nonunif. 0.078 %
spot width -5 to +5 % along scan: nonunif. 0.335 %
gas 2e-06 Torr, cross section 1e-15 cm2
  neutralized, uncounted ions 0.64 %
```
